# Exact and second-order stabilisation in a two-level Ga–N dative bond: a numerical check

```python
"""Two-level donor-acceptor model of a Ga-N dative bond.

Result under test: two independent electrons starting in donor level d, with
acceptor level a higher by gap and coupling t, are stabilised by
    S = sqrt(gap^2 + 4 t^2) - gap,
second-order perturbation theory gives S2 = 2 t^2 / gap, and the relative
error S2/S - 1 equals eta at |t|/gap = sqrt(eta (1 + eta)).
With repulsion, G and kappa*G are the energies of the singly and doubly
transferred singlets above the initial one; the error point then shifts.
The molecule H3Ga-NH3 supplies computed values of gap, t, G and kappa.
All energies are in hartree and all lengths in bohr.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo

ROOT2 = np.sqrt(2.0)
# columns: dd, (da+ad)/sqrt2, aa in the product basis dd, da, ad, aa
SINGLETS = np.array([[1, 0, 0], [0, 1 / ROOT2, 0],
                     [0, 1 / ROOT2, 0], [0, 0, 1]])


def pair_hamiltonian(h, g):
    """Two-electron Hamiltonian in the product basis; g[i,k,j,l] = (ik|jl)."""
    one = np.eye(2)
    return (np.kron(h, one) + np.kron(one, h)
            + g.transpose(0, 2, 1, 3).reshape(4, 4))


def model_pair(t, gap, u_d=0.0, u_a=0.0, v=0.0):
    """Product-space Hamiltonian with on-site and inter-site repulsion."""
    g = np.zeros((2, 2, 2, 2))
    g[0, 0, 0, 0], g[1, 1, 1, 1] = u_d, u_a
    g[0, 0, 1, 1] = g[1, 1, 0, 0] = v
    return pair_hamiltonian(np.array([[0.0, t], [t, gap]]), g)


def stabilisation(ham):
    """Lowering of the ground state below the initial configuration."""
    return ham[0, 0] - np.linalg.eigvalsh(ham)[0]


# ---- independent electrons: closed form against diagonalisation ----
for gap, t in [(0.5, 0.02), (0.5, 0.17), (0.3, 0.4), (1.1, -0.6)]:
    closed = np.sqrt(gap**2 + 4 * t**2) - gap
    assert abs(stabilisation(model_pair(t, gap)) - closed) < 1e-12

# small-t limits, with and without the doubly transferred configuration
t = 0.01
full = SINGLETS.T @ model_pair(t, 1.0) @ SINGLETS
s_full, s_cut = stabilisation(full), stabilisation(full[:2, :2])
quartic_full = (s_full - 2 * t**2) / t**4
quartic_cut = (s_cut - 2 * t**2) / t**4
assert abs(s_full / t**2 - 2) < 3 * t**2      # next term is 2 t^2
assert abs(quartic_full + 2) < 5 * t**2       # next term is 4 t^2
assert abs(quartic_cut + 4) < 20 * t**2       # next term is 16 t^2


# ---- location of a given error, found numerically ----
def error_to_exact(x):
    return 2 * x**2 / stabilisation(model_pair(x, 1.0)) - 1


def error_to_second_order(x):
    return 1 - stabilisation(model_pair(x, 1.0)) / (2 * x**2)


points = {}
for eta in (0.01, 0.05, 0.10, 0.20):
    points[eta] = brentq(lambda x: error_to_exact(x) - eta, 0.01, 2.0,
                         xtol=1e-13)
    assert abs(points[eta] - np.sqrt(eta * (1 + eta))) < 1e-9
x_ten = points[0.10]
x_alt = brentq(lambda x: error_to_second_order(x) - 0.1, 0.01, 2.0,
               xtol=1e-13)
assert abs(x_alt - np.sqrt(10) / 9) < 1e-9

# worked model: gap chosen, everything else computed
gap_model = 0.5
t_ten = x_ten * gap_model
ham_ten = model_pair(t_ten, gap_model)
s_ten = stabilisation(ham_ten)
s2_ten = 2 * t_ten**2 / gap_model
ground = np.linalg.eigh(ham_ten)[1][:, 0]
charge = float(ground**2 @ np.array([0, 1, 1, 2]))
assert abs(s_ten - 0.2 * gap_model) < 1e-9
assert abs(charge - 1 / 6) < 1e-9


# ---- shift of the ten per cent point by repulsion ----
def ten_percent_formula(kappa, eta=0.1):
    b = kappa - 1 - 2 * eta
    sigma = (-b + np.sqrt(b * b + 4 * eta * kappa)) / 2
    return np.sqrt((1 + eta) * sigma / 2)


def interacting_error(x, kappa):
    u_d, v = 0.5, 0.3
    gap = 1 - v + u_d                    # makes G equal to one
    u_a = kappa - 2 * gap + u_d          # makes the double transfer kappa
    ham = SINGLETS.T @ model_pair(x, gap, u_d, u_a, v) @ SINGLETS
    return 2 * x**2 / stabilisation(ham) - 1


shifted = {}
for kappa in (1.0, 2.0, 3.0, 4.0, 1e5):
    shifted[kappa] = brentq(lambda x: interacting_error(x, kappa) - 0.1,
                            0.02, 2.0, xtol=1e-13)
    assert abs(shifted[kappa] - ten_percent_formula(kappa)) < 1e-7
# residual of order 1/kappa at the largest kappa
assert abs(shifted[1e5] - np.sqrt(0.055)) < 1e-4

# ---- H3Ga-NH3 from RHF fragments ----
BASIS = "def2-svp"
GA_H, N_H = 3.0, 1.9
ANGLE_GA, ANGLE_N = 100.0, 111.0         # N-Ga-H and Ga-N-H, degrees


def hydrogens(length, polar_deg, first_azimuth, z0, sign):
    th = np.radians(polar_deg)
    out = []
    for k in range(3):
        ph = np.radians(first_azimuth + 120 * k)
        out.append(("H", (length * np.sin(th) * np.cos(ph),
                          length * np.sin(th) * np.sin(ph),
                          z0 + sign * length * np.cos(th))))
    return out


def gallane():
    return [("Ga", (0.0, 0.0, 0.0))] + hydrogens(GA_H, ANGLE_GA, 0, 0.0, 1)


def ammonia(z):
    return [("N", (0.0, 0.0, z))] + hydrogens(N_H, ANGLE_N, 60, z, -1)


def molecule(atoms):
    return gto.M(atom=atoms, unit="Bohr", basis=BASIS, verbose=0)


def fragment(atoms):
    mol = molecule(atoms)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mol, mf, mol.nelectron // 2


def pz_weight(mol, orbital, symbol):
    """Symmetrically orthogonalised p_z population of one orbital."""
    w, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    coeff = (u * np.sqrt(w)) @ u.T @ orbital
    rows = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
            if lab[1] == symbol and lab[2].endswith("p") and lab[3] == "z"]
    return float(np.sum(coeff[rows]**2))


mol_g, mf_g, occ_g = fragment(gallane())
mol_n, mf_n, occ_n = fragment(ammonia(0.0))
acceptor_0 = mf_g.mo_coeff[:, occ_g]
donor_0 = mf_n.mo_coeff[:, occ_n - 1]
weight_a = pz_weight(mol_g, acceptor_0, "Ga")
weight_d = pz_weight(mol_n, donor_0, "N")
assert weight_a > 0.5 and weight_d > 0.5


def bond_parameters(distance):
    mol = molecule(gallane() + ammonia(distance))
    ovlp, hcore = mol.intor("int1e_ovlp"), scf.hf.get_hcore(mol)
    eri = mol.intor("int2e", aosym="s8")
    n_g, n_all = mol_g.nao_nr(), mol.nao_nr()
    occ = np.zeros((n_all, occ_g + occ_n))
    occ[:n_g, :occ_g] = mf_g.mo_coeff[:, :occ_g]
    occ[n_g:, occ_g:] = mf_n.mo_coeff[:, :occ_n]
    w, u = np.linalg.eigh(occ.T @ ovlp @ occ)
    occ = occ @ (u / np.sqrt(w)) @ u.T
    donor = occ[:, -1]
    acceptor = np.zeros(n_all)
    acceptor[:n_g] = acceptor_0
    acceptor -= occ @ (occ.T @ ovlp @ acceptor)
    acceptor /= np.sqrt(acceptor @ ovlp @ acceptor)
    two = np.column_stack([donor, acceptor])
    assert np.allclose(two.T @ ovlp @ two, np.eye(2), atol=1e-9)

    def field(dm):
        vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
        return two.T @ (hcore + vj - vk / 2) @ two

    dm_all = 2 * occ @ occ.T
    fock = field(dm_all)
    h_pair = field(dm_all - 2 * np.outer(donor, donor))
    g = ao2mo.restore(1, ao2mo.kernel(eri, two), 2)
    block = SINGLETS.T @ pair_hamiltonian(h_pair, g) @ SINGLETS
    gap, t = fock[1, 1] - fock[0, 0], fock[0, 1]
    single, double = np.diag(block)[1:] - block[0, 0]
    coulomb, exchange = g[0, 0, 1, 1], g[0, 1, 0, 1]
    # relations between the Fock matrix and the pair Hamiltonian
    assert abs(block[0, 1] - ROOT2 * t) < 1e-8
    assert abs(single - (gap - coulomb + 2 * exchange)) < 1e-8
    assert gap > 0 and single > 0 and double > 0
    s_mean = 2 * (fock[0, 0] - np.linalg.eigvalsh(fock)[0])
    s2_mean = 2 * t**2 / gap
    predicted = (np.sqrt(1 + 4 * (t / gap)**2) - 1) / 2
    assert abs(s2_mean / s_mean - 1 - predicted) < 1e-7
    s_pair = stabilisation(block)
    s2_pair = block[0, 1]**2 / single + block[0, 2]**2 / double
    return dict(R=distance, gap=gap, t=abs(t), x=abs(t) / gap,
                s=s_mean, s2=s2_mean, err=100 * (s2_mean / s_mean - 1),
                G=single, kappa=double / single, J=coulomb, K=exchange,
                xg=abs(t) / single, ratio=block[1, 2] / block[0, 1],
                sp=s_pair, s2p=s2_pair, errp=100 * (s2_pair / s_pair - 1))


scan = [bond_parameters(r) for r in (3.6, 4.0, 4.5, 5.0, 6.0)]
assert scan[-1]["x"] < scan[0]["x"]

# ---- output ----
ev = const.physical_constants["Hartree energy in eV"][0]
kj = const.physical_constants["Hartree energy"][0] * const.N_A / 1000
angstrom = const.physical_constants["Bohr radius"][0] * 1e10
print("MODEL, independent electrons")
print(f"quartic coefficient, full space: {quartic_full:.4f}")
print(f"quartic coefficient, no double transfer: {quartic_cut:.4f}")
for eta, x in points.items():
    print(f"error {100 * eta:.0f} % of exact at t/gap = {x:.5f}")
print(f"error 10 % of second order at t/gap = {x_alt:.5f}")
print(f"chosen gap = {gap_model:.3f} hartree")
print(f"coupling at 10 % = {t_ten:.5f} hartree = {t_ten * ev:.3f} eV")
print(f"exact stabilisation = {s_ten:.5f} hartree = {s_ten * kj:.1f} kJ/mol")
print(f"second order = {s2_ten:.5f} hartree = {s2_ten * kj:.1f} kJ/mol")
print(f"transferred charge = {charge:.5f} electron")
print("MODEL with repulsion: 10 % point t/G")
for kappa, x in shifted.items():
    print(f"kappa = {kappa:g}: t/G = {x:.5f}")
print("H3Ga-NH3, RHF/def2-SVP fragments")
print(f"Ga-H {GA_H} bohr, N-H {N_H} bohr")
print(f"N-Ga-H {ANGLE_GA} deg, Ga-N-H {ANGLE_N} deg")
print(f"free acceptor level = {mf_g.mo_energy[occ_g]:.4f} hartree")
print(f"free donor level = {mf_n.mo_energy[occ_n - 1]:.4f} hartree")
print(f"p_z weight: acceptor on Ga {weight_a:.3f}, donor on N {weight_d:.3f}")
print("Mean field: R/bohr, gap, t, S, S2 /hartree, t/gap, error/%")
for p in scan:
    print(f"{p['R']:.1f} {p['gap']:.4f} {p['t']:.4f} {p['s']:.5f} "
          f"{p['s2']:.5f} {p['x']:.4f} {p['err']:.2f}")
print("Pair integrals: R/bohr, J, K, G /hartree, kappa, coupling ratio")
for p in scan:
    print(f"{p['R']:.1f} {p['J']:.4f} {p['K']:.4f} {p['G']:.4f} "
          f"{p['kappa']:.3f} {p['ratio']:.3f}")
print("Interacting pair: R/bohr, S, S2 /hartree, t/G, error/%")
for p in scan:
    print(f"{p['R']:.1f} {p['sp']:.5f} {p['s2p']:.5f} "
          f"{p['xg']:.4f} {p['errp']:.2f}")
ref = scan[1]
print(f"R = {ref['R']:.1f} bohr = {ref['R'] * angstrom:.3f} angstrom")
print(f"there, mean-field S = {ref['s'] * kj:.1f} kJ/mol")
print(f"there, interacting-pair S = {ref['sp'] * kj:.1f} kJ/mol")
print("done: every assertion held")
```

It prints:

```
MODEL, independent electrons
quartic coefficient, full space: -1.9996
quartic coefficient, no double transfer: -3.9984
error 1 % of exact at t/gap = 0.10050
error 5 % of exact at t/gap = 0.22913
error 10 % of exact at t/gap = 0.33166
error 20 % of exact at t/gap = 0.48990
error 10 % of second order at t/gap = 0.35136
chosen gap = 0.500 hartree
coupling at 10 % = 0.16583 hartree = 4.512 eV
exact stabilisation = 0.10000 hartree = 262.5 kJ/mol
second order = 0.11000 hartree = 288.8 kJ/mol
transferred charge = 0.16667 electron
MODEL with repulsion: 10 % point t/G
kappa = 1: t/G = 0.48725
kappa = 2: t/G = 0.33166
kappa = 3: t/G = 0.29062
kappa = 4: t/G = 0.27373
kappa = 100000: t/G = 0.23452
H3Ga-NH3, RHF/def2-SVP fragments
Ga-H 3.0 bohr, N-H 1.9 bohr
N-Ga-H 100.0 deg, Ga-N-H 111.0 deg
free acceptor level = 0.0231 hartree
free donor level = -0.4173 hartree
p_z weight: acceptor on Ga 0.913, donor on N 0.846
Mean field: R/bohr, gap, t, S, S2 /hartree, t/gap, error/%
3.6 0.7960 0.0453 0.00515 0.00516 0.0570 0.32
4.0 0.7236 0.0469 0.00605 0.00608 0.0648 0.42
4.5 0.6551 0.0444 0.00599 0.00602 0.0678 0.46
5.0 0.6049 0.0398 0.00523 0.00525 0.0659 0.43
6.0 0.5402 0.0299 0.00331 0.00332 0.0554 0.31
Pair integrals: R/bohr, J, K, G /hartree, kappa, coupling ratio
3.6 0.2917 0.0214 0.5471 2.523 -0.311
4.0 0.2862 0.0228 0.4829 2.615 -0.416
4.5 0.2740 0.0218 0.4246 2.769 -0.587
5.0 0.2579 0.0187 0.3844 2.958 -0.753
6.0 0.2220 0.0110 0.3403 3.354 -0.943
Interacting pair: R/bohr, S, S2 /hartree, t/G, error/%
3.6 0.00781 0.00785 0.0829 0.42
4.0 0.00948 0.00951 0.0971 0.36
4.5 0.00970 0.00969 0.1046 -0.11
5.0 0.00862 0.00857 0.1037 -0.58
6.0 0.00541 0.00538 0.0880 -0.61
R = 4.0 bohr = 2.117 angstrom
there, mean-field S = 15.9 kJ/mol
there, interacting-pair S = 24.9 kJ/mol
done: every assertion held
```
